# Depolarisation of an isotropic film with a Gaussian spread of thickness

**Question**

I have a transparent isotropic film on an absorbing isotropic substrate, and its thickness varies across the light spot. I want the Mueller matrix averaged over a Gaussian thickness distribution, and from it the depolarisation caused by neighbouring thicknesses having different $\Delta$.

My attempt was to average $\Psi$ and $\Delta$ and insert the averages in the usual matrix with elements $N=\cos2\Psi$, $C=\sin2\Psi\cos\Delta$, $S=\sin2\Psi\sin\Delta$. But then $N^2+C^2+S^2=1$ whatever the spread, so nothing depolarises. What should be averaged, and is the difference in $\Delta$ really the whole cause?

My test case has film index 2, substrate index $4+0.5i$, incidence from air at 65°, photon energy 2.5 eV, mean thickness 800 Å and standard deviation 40 Å.

**Answer**

Average the *unnormalised* Mueller matrix. Averaging angles builds the matrix of a single non-depolarising reflector, which in general does not even match any one thickness of your film. The difference in $\Delta$ is also not the whole cause: differences in $\Psi$ depolarise too, and the two contributions can be separated.

**What is being added**

I assume that each patch of nearly constant thickness is wider than the lateral coherence length of the light. The detector then adds intensities, hence Stokes vectors, from different patches. I neglect scattering at patch edges and take monochromatic, collimated light. Suppose instead that every coherence area sampled the whole thickness distribution, with lateral variations still gradual enough for the flat-film amplitudes to apply locally. Then amplitudes would add. Each patch would contribute its $r_p$ and $r_s$ times a common path phase $\phi=e^{-2i(\omega/c)h\cos\theta}$, where $h$ is the height of its top surface above a fixed plane and $\theta$ the angle of incidence. The specular Jones matrix would be $\mathrm{diag}(\langle r_p\phi\rangle,\langle r_s\phi\rangle)$, a single Jones matrix, and this mechanism would be absent. For incoherent patches $\phi$ cancels in every product used below.

**One thickness**

Fields vary as $e^{-i\omega t}$. In atomic units $c=1/\alpha$, with $\alpha$ the fine-structure constant. For a medium of permittivity $\epsilon_j$, let

$$\kappa_j=\sqrt{\epsilon_j-\sin^2\theta},\qquad y_j=\kappa_j\ (s),\qquad y_j=\kappa_j/\epsilon_j\ (p).$$

Continuity of the tangential fields gives $(y_i-y_j)/(y_i+y_j)$ for reflection at an interface. For $p$ light this is the ratio of magnetic fields, so $r_p=-r_s$ at normal incidence. Call the coefficient $a$ for air/film and $b$ for film/substrate.

One round trip in the film multiplies the wave by $z=e^{iqd}$, with $q=2(\omega/c)\kappa_1$. Entering and leaving the film contributes $(1+a)(1-a)=1-a^2$, and reflection inside the film at its top contributes $-a$. Summing all round trips,

$$r=a+(1-a^2)bz\sum_{j=0}^{\infty}(-abz)^j=a+\frac{(1-a^2)bz}{1+abz}=\frac{a+bz}{1+abz}.$$

Define $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$ and $R=\tfrac12(|r_p|^2+|r_s|^2)$. Then

$$RN=\tfrac12(|r_s|^2-|r_p|^2),\qquad R(C+iS)=r_pr_s^*.$$

The second relation holds because $r_pr_s^*=\rho|r_s|^2$ has phase $\Delta$, while $|r_p||r_s|=R\sin2\Psi$. With the $e^{+i\omega t}$, $n-ik$ convention common in ellipsometry the amplitudes are complex conjugated, so $\Delta$ has the opposite sign; $\Psi$, $R$ and the depolarisation are unchanged.

Take the Stokes parameters $s_0=|E_p|^2+|E_s|^2$, $s_1=|E_p|^2-|E_s|^2$, $s_2=2\,\mathrm{Re}(E_pE_s^*)$ and $s_3=-2\,\mathrm{Im}(E_pE_s^*)$. Reflection multiplies $|E_p|^2$ by $|r_p|^2$ and $|E_s|^2$ by $|r_s|^2$, so

$$s_0'=R(s_0-Ns_1),\qquad s_1'=R(s_1-Ns_0).$$

Since $2E_pE_s^*=s_2-is_3$ is multiplied by $r_pr_s^*$,

$$s_2'-is_3'=R(C+iS)(s_2-is_3),$$

and the real and imaginary parts give $s_2'=R(Cs_2+Ss_3)$ and $s_3'=R(-Ss_2+Cs_3)$. Hence

$$M=R\begin{pmatrix}1&-N&0&0\\-N&1&0&0\\0&0&C&S\\0&0&-S&C\end{pmatrix}.$$

**The Gaussian average**

Let $\langle\cdot\rangle$ be the average over thickness with mean $d_0$ and standard deviation $\sigma$. Averaging $M$ requires three quantities:

$$A=\langle|r_p|^2\rangle,\quad B=\langle|r_s|^2\rangle,\quad G=\langle r_pr_s^*\rangle.$$

The averaged matrix has the same pattern, with $R$ replaced by $\langle R\rangle=(A+B)/2$ and

$$\bar N=\frac{B-A}{A+B},\qquad \bar C+i\bar S=\frac{2G}{A+B}.$$

Let $P^2=\bar N^2+\bar C^2+\bar S^2$. Since $(A+B)^2-(B-A)^2=4AB$,

$$1-P^2=\frac{4(AB-|G|^2)}{(A+B)^2}.$$

The averages have a closed series. The round-trip sum reads $r=\sum_{k\ge0}c_kz^k$, with $c_0=a$ and $c_k=b(1-a^2)(-ab)^{k-1}$ for $k\ge1$. For a transparent film $z^*=1/z$, so every product contains powers $z^n$ with $n=k-l$. Writing $d=d_0+x$ and completing the square,

$$-\frac{x^2}{2\sigma^2}+inqx=-\frac{(x-inq\sigma^2)^2}{2\sigma^2}-\frac{n^2q^2\sigma^2}{2},$$

which gives $\langle z^n\rangle=e^{inqd_0-n^2q^2\sigma^2/2}$. Therefore

$$G=\sum_{k,l}c_k^{p}c_l^{s*}\,e^{i(k-l)qd_0-(k-l)^2q^2\sigma^2/2}.$$

Replace both labels by $p$ for $A$, or both by $s$ for $B$. The integral includes negative thicknesses, so $d_0$ must be many $\sigma$. Even for $\sigma=80$ Å in your case, the Gaussian weight below zero is only about $10^{-23}$.

**Separating the effects of Delta and Psi**

For one thickness, $\mathbf u=(N,C,S)$ is a unit vector. The averaged vector is $\int w\,\mathbf u\,dd$, where $w=gR/\langle R\rangle$ and $g$ is the Gaussian density: bright patches count more. Because $w$ integrates to one,

$$1-P^2=\iint ww'(1-\mathbf u\cdot\mathbf u')\,dd\,dd'.$$

The scalar product is

$$\mathbf u\cdot\mathbf u'=\cos2\Psi\cos2\Psi'+\sin2\Psi\sin2\Psi'\cos(\Delta-\Delta').$$

Put $\cos(\Delta-\Delta')=1-2\sin^2[(\Delta-\Delta')/2]$. The terms without $\Delta$ combine to $\cos(2\Psi-2\Psi')=1-2\sin^2(\Psi-\Psi')$. Thus $1-P^2=D_\Delta+D_\Psi$, where

$$D_\Delta=2\iint ww'\sin2\Psi\sin2\Psi'\sin^2\frac{\Delta-\Delta'}2\,dd\,dd',$$

$$D_\Psi=2\iint ww'\sin^2(\Psi-\Psi')\,dd\,dd'.$$

Both terms are non-negative. $D_\Delta$ is the part you asked for; $D_\Psi$ is what would remain if all patches had the same $\Delta$ but kept their $R$ and $\Psi$. If all patches share the same $\rho$, both vanish, even when their reflectances differ.

Two equally bright patches of equal area show the symmetry. With $\Psi=45°$ in both and $\Delta$ differing by 40°, $1-P^2=\sin^220°=0.117$. With equal $\Delta$ and $\Psi=25°$ and 45°, the result is again $\sin^220°=0.117$. In both cases the two unit vectors are 40° apart.

For a numerical split, no double integral is needed. Let $Q=\langle R\sin2\Psi\rangle/\langle R\rangle$. Expanding $2\sin^2[(\Delta-\Delta')/2]=1-\cos(\Delta-\Delta')$ gives

$$D_\Delta=Q^2-\bar C^2-\bar S^2,\qquad D_\Psi=1-\bar N^2-Q^2.$$

**Narrow distributions**

For two nearby thicknesses separated by $\delta$,

$$1-\mathbf u\cdot\mathbf u'\simeq\delta^2\left[2\left(\frac{d\Psi}{dd}\right)^2+\frac12\sin^22\Psi\left(\frac{d\Delta}{dd}\right)^2\right].$$

Two independent Gaussian thicknesses have $\langle\delta^2\rangle=2\sigma^2$. The variation of $R$ in $w$ does not enter at this order, and terms of odd total order vanish by symmetry. Hence

$$1-P^2=\sigma^2\left[\sin^22\Psi\left(\frac{d\Delta}{dd}\right)^2+4\left(\frac{d\Psi}{dd}\right)^2\right]+O(\sigma^4).$$

The slopes follow from $\ln\rho=\ln\tan\Psi+i\Delta$:

$$\frac{d\ln\rho}{dd}=\frac{2}{\sin2\Psi}\frac{d\Psi}{dd}+i\frac{d\Delta}{dd},\qquad \frac{d\ln r}{dd}=\frac{iqzb(1-a^2)}{(a+bz)(1+abz)}.$$

Subtract the $s$ expression from the $p$ expression to get $d\ln\rho/dd$.

A second useful case has constant $R$ and $\Psi$ and a linear $\Delta$. The Gaussian average multiplies $C+iS$ by $\exp[-\sigma^2(d\Delta/dd)^2/2]$, so

$$D_\Delta=\sin^22\Psi\left[1-e^{-\sigma^2(d\Delta/dd)^2}\right],\qquad D_\Psi=0.$$

Slopes in these formulas must be in radians per unit length.

**Your film**

The photon energy is $2.5/27.2114=0.09187$ hartree and $\kappa_1=\sqrt{4-\sin^265°}=1.783$. Thus $q=2(0.09187/137.036)(1.783)=0.002391$ per bohr, or 0.004518 Å⁻¹. The optical response repeats every $2\pi/q=1391$ Å.

The interface coefficients are $a_p=-0.0266$, $b_p=0.2973+0.0538i$, $a_s=-0.6168$ and $b_s=-0.3774-0.0562i$. They give these neighbouring values:

| $d$ (Å) | $\Psi$ (deg) | $\Delta$ (deg) | $R$ |
|---|---|---|---|
| 760 | 39.07 | 48.28 | 0.132 |
| 800 | 34.89 | 60.49 | 0.158 |
| 840 | 31.42 | 70.35 | 0.187 |

For $\sigma=40$ Å, the series with 50 terms per amplitude gives $A=0.103254$, $B=0.215904$ and $G=0.070971+0.126609i$. With $A+B=0.319158$,

$$\bar N=\frac{0.112650}{0.319158}=0.3530,\qquad \bar C+i\bar S=0.4447+0.7934i,$$

and $\langle R\rangle=0.1596$. The averaged matrix is therefore

$$\langle M\rangle=0.1596\begin{pmatrix}1&-0.353&0&0\\-0.353&1&0&0\\0&0&0.445&0.793\\0&0&-0.793&0.445\end{pmatrix}.$$

The depolarisation is

$$1-P^2=\frac{4(0.0222930-0.0210667)}{0.319158^2}=0.0482,\qquad P=0.976.$$

Evaluating $Q$ by 80-point Gauss–Hermite quadrature gives $D_\Delta=0.0321$ and $D_\Psi=0.0161$. Differences in $\Delta$ thus cause two thirds of the depolarisation here, and differences in $\Psi$ one third.

The phase of $\bar C+i\bar S$ is 60.7°, close to the 60.5° of the mean thickness. A fit to this phase alone would barely register the spread; the loss of $P$ does.

The slopes at 800 Å are $d\Delta/dd=0.2703$ and $d\Psi/dd=-0.0965$ degrees per Å, or 0.004718 and $-0.001684$ rad/Å. With $\sin2\Psi=0.9384$, the narrow-distribution coefficient is

$$(0.9384\times0.004718)^2+4(0.001684)^2=3.095\times10^{-5}\ \text{Å}^{-2}.$$

Multiplying by $\sigma^2=1600$ Å² gives 0.0495, about 3% above the full result. The range of validity is visible when $\sigma$ changes:

| $\sigma$ (Å) | $D_\Delta$ | $D_\Psi$ | $1-P^2$ | $\sigma^2$ law |
|---|---|---|---|---|
| 10 | 0.0020 | 0.0011 | 0.0031 | 0.0031 |
| 20 | 0.0079 | 0.0044 | 0.0123 | 0.0124 |
| 40 | 0.0321 | 0.0161 | 0.0482 | 0.0495 |
| 80 | 0.1299 | 0.0446 | 0.1745 | 0.1981 |

At 80 Å the $\sigma^2$ law is 14% too high relative to the full result. The linear-$\Delta$ formula gives $D_\Delta=0.117$ there, 10% below the full 0.130. Its assumptions fail: $R$, $\Psi$ and the slope of $\Delta$ all change across the distribution.

**What a polarimeter sees**

Send in fully polarised light with $s_0=1$ and $s_1=x$. After division by $\langle R\rangle$, the output has $s_0'=1-\bar Nx$, $s_1'=x-\bar N$ and $s_2'^2+s_3'^2=(\bar C^2+\bar S^2)(1-x^2)$. Since $(1-\bar Nx)^2-(x-\bar N)^2=(1-x^2)(1-\bar N^2)$, the output degree of polarisation, DOP, obeys

$$1-\mathrm{DOP}^2=\frac{(1-x^2)(1-P^2)}{(1-\bar Nx)^2}.$$

Pure $p$ or $s$ light, $x=\pm1$, stays fully polarised. Linear light at 45° has $x=0$ and emerges with $\mathrm{DOP}=P$. The derivative of the right-hand side has the sign of $\bar N-x$, so the greatest loss is at $x=\bar N$, where it equals $(1-P^2)/(1-\bar N^2)$. For your film this is 0.0550, or $\mathrm{DOP}=0.972$.

If your instrument reports the depolarisation index, the squared elements of $\langle M\rangle/\langle R\rangle$ sum to $2+2P^2$. Subtracting 1, dividing by 3 and taking the root gives $\sqrt{(1+2P^2)/3}=0.984$. It is closer to 1 than $P$ because it also counts the polarisation that survives in the $p$ and $s$ channels.

**Mean thickness and the broad limit**

The same thickness spread can have very different effects at another mean thickness. With $\sigma=20$ Å, I evaluated $1-P^2$ on a grid of mean thicknesses covering one period from 200 Å upwards. It is largest near 663 Å, at 0.0388, and smallest near 1490 Å, at 0.0026.

Compare 600 Å, where $1-P^2=0.0283$, with 1400 Å, where it is 0.0026. The factor $\sin2\Psi\,d\Delta/dd$ explains most of the contrast between these two. At 600 Å the factor is $0.997\times0.444=0.443$ degrees per Å; at 1400 Å it is $0.617\times0.235=0.145$. The squared ratio is 9.3, compared with 9.2 for the computed $D_\Delta$ values, 0.02352 and 0.00256.

For $q\sigma\gg1$, terms with $k\ne l$ disappear. The remaining geometric series is

$$G_\infty=a_pa_s+\frac{b_pb_s^*(1-a_p^2)(1-a_s^2)}{1-a_pa_sb_pb_s^*},$$

with the corresponding same-polarisation expressions for $A_\infty$ and $B_\infty$. These give $1-P^2=0.529$ and $P=0.686$. The depolarisation is incomplete because a full cycle of thickness does not average $\mathbf u$ to zero. A Gaussian that broad needs a much larger mean thickness than 800 Å to keep $d_0\gg\sigma$, but the limiting value itself does not depend on $d_0$.

For an absorbing film, $|z|$ is no longer 1 and the Gaussian series above must be changed. The split into $D_\Delta$ and $D_\Psi$ still holds, because it uses only the incoherent sum and the diagonal Jones matrix.
